# One wave of defocus and the exponential Strehl estimate: a comment

## The argument under comment

The argument concerns the image of a small bright hole in an otherwise dark mask, formed by a projection lens with a wavelength of 13.5 nm and an image-side numerical aperture of 0.33. It runs as follows.

> (a) The Strehl ratio of an aberrated lens is $e^{-V}$, where $V$ is the variance of the phase over the pupil. (b) When the wafer is displaced until the path error at the pupil edge is one wavelength, $V=3.29$. (c) The intensity on the axis is therefore 3.7% of its in-focus value. (d) Since an exponential has no zeros, no displacement can make the axis dark.

Step (b) is correct. The question is whether (a) may be used as an equality, because (c) and (d) depend on it. To answer it, the axial intensity must be computed from its definition.

## The definition and the geometry

I take a scalar, monochromatic wave from a point object and a circular pupil that is uniformly filled and unobstructed. Let $\rho$ be the radial pupil coordinate, from 0 at the centre to 1 at the edge, and let $\phi$ be the phase error. Every element of pupil area contributes an amplitude proportional to $e^{i\phi}$ at the reference point on the axis. Dividing the intensity there by its value for $\phi=0$ gives the Strehl ratio

$$S=\left|\langle e^{i\phi}\rangle\right|^2,$$

where the brackets denote the average over pupil area. A constant added to $\phi$ multiplies the average by a factor of modulus one and leaves $S$ unchanged. This is why $V$ must be the variance about the mean phase, $V=\langle(\phi-\langle\phi\rangle)^2\rangle$, and not the mean square of $\phi$.

For the defocus phase, consider a wave converging from a spherical cap of large radius $f$ onto the focus. Move the observation point a distance $z$ along the axis towards the cap. A cap point at angle $\theta$ from the axis is then at the distance

$$\sqrt{f^2+z^2-2fz\cos\theta}\simeq f-z\cos\theta ,$$

with an error of order $z^2/f$, which is negligible for large $f$. The axial ray travels $f-z$, so the path error relative to it is $z(1-\cos\theta)$. Moving the other way reverses its sign, which replaces $\langle e^{i\phi}\rangle$ by its complex conjugate and does not affect $S$.

A lens that obeys the sine condition has $\sin\theta=\mathrm{NA}\,\rho$. For small angles $1-\cos\theta\simeq\tfrac12\sin^2\theta$, and the path error becomes $\tfrac12 z\,\mathrm{NA}^2\rho^2$. Calling its edge value $W\lambda$, we have

$$\phi=2\pi W\rho^2,\qquad z=\frac{2W\lambda}{\mathrm{NA}^2}.$$

One wave, $W=1$, corresponds to $z=2\times13.5/0.33^2=247.9$ nm.

## The axial intensity

Set $u=\rho^2$. The fraction of pupil area inside radius $\rho$ is $\rho^2$, so equal steps of $u$ are equal areas, and an area average is a plain integral over $u$ from 0 to 1. The phase $2\pi Wu$ is therefore uniformly distributed between 0 and $2\pi W$. Its mean is $\pi W$, and

$$V=(2\pi W)^2\int_0^1\left(u-\tfrac12\right)^2du=\frac{(2\pi W)^2}{12}=\frac{\pi^2W^2}{3}.$$

At $W=1$ this gives $V=3.29$, which confirms step (b). The average in the Strehl ratio is just as direct:

$$\int_0^1e^{2\pi iWu}\,du=\frac{e^{2\pi iW}-1}{2\pi iW}=e^{i\pi W}\,\frac{\sin\pi W}{\pi W},$$

where $e^{i\pi W}$ was taken out of the numerator, leaving $2i\sin\pi W$. Hence

$$S=\left(\frac{\sin\pi W}{\pi W}\right)^2 .$$

For $W=1$ the numerator vanishes and the denominator does not. The axial intensity is zero, not 3.7%. Steps (c) and (d) both fail, and the axis is dark at every nonzero integer $W$ in this model.

The cancellation can be seen by dividing the pupil into two parts of equal area, at $u=\tfrac12$. At $W=1$ the inner part contributes

$$\int_0^{1/2}e^{2\pi iu}du=\frac{e^{i\pi}-1}{2\pi i}=\frac{-2}{2\pi i}=\frac{i}{\pi},$$

and the outer part contributes $(1-e^{i\pi})/(2\pi i)=-i/\pi$. Neither half is dark by itself. If the outer half is blocked, the axial intensity rises from zero to $1/\pi^2=0.101$ of the in-focus value of the full pupil. A phase variance describes the spread of the contributions, but not whether they close into a complete circle in the complex plane, as they do here.

## What the exponential does represent

Step (a) has a legitimate origin, and finding it shows where the equality was lost. Let $\psi=\phi-\langle\phi\rangle$ and $m_k=\langle\psi^k\rangle$, so that $m_1=0$ and $m_2=V$. For small phase errors, expand the exponential to fourth order:

$$\langle e^{i\psi}\rangle=1-\frac V2-\frac{i\,m_3}{6}+\frac{m_4}{24}+\dots$$

Now use $\ln(1+x)=x-x^2/2+\dots$. To fourth order in $\psi$ the square contributes only $-V^2/8$, so

$$\ln\langle e^{i\psi}\rangle=-\frac V2-\frac{i\,m_3}{6}+\frac{m_4-3V^2}{24}+\dots$$

The logarithm of a squared modulus is twice the real part of this expression. The third moment is real, so its term is purely imaginary and drops out:

$$\ln S=-V+\frac{m_4-3V^2}{12}+\dots$$

The estimate $e^{-V}$ keeps the first term. It is a leading-order result when the phase error is small everywhere on the pupil, whatever its shape. A small $V$ alone is not enough: a phase step of $\pi$ on 1% of the area has $V=\pi^2\times0.01\times0.99=0.098$ and $S=(1-0.02)^2=0.960$, whereas $e^{-V}=0.907$.

There is a case in which it is an equality at any $V$. Suppose the phase values, collected over the pupil area, follow a Gaussian distribution. Then

$$\langle e^{i\psi}\rangle=\int_{-\infty}^{\infty}\frac{e^{i\psi-\psi^2/2V}}{\sqrt{2\pi V}}\,d\psi=e^{-V/2},$$

because $i\psi-\psi^2/2V=-(\psi-iV)^2/2V-V/2$ and the shifted Gaussian integrates to one. Squaring gives $S=e^{-V}$. Defocus has a uniform distribution with sharp ends, not a Gaussian one. More generally, a phase error that is bounded over the pupil cannot be exactly Gaussian, since a Gaussian has unlimited tails.

For defocus the next term follows from

$$m_4=(2\pi W)^4\int_0^1\left(u-\tfrac12\right)^4du=\frac{(2\pi W)^4}{80}=\frac{\pi^4W^4}{5}=\frac95V^2 ,$$

so that $(m_4-3V^2)/12=-V^2/10$. The first correction lowers $S$ below the estimate.

## Why the failure is complete at one wave

One might hope to repair (c) by adding a few more terms to $\ln S$. The full series shows that no finite number of such terms reaches zero. The product formula for the sine,

$$\frac{\sin\pi W}{\pi W}=\prod_{m=1}^{\infty}\left(1-\frac{W^2}{m^2}\right),$$

gives for $0<W<1$

$$\ln S=2\sum_{m=1}^\infty\ln\left(1-\frac{W^2}{m^2}\right)=-2\sum_{m=1}^\infty\sum_{n=1}^\infty\frac{W^{2n}}{n\,m^{2n}}=-2\sum_{n=1}^\infty\frac{\zeta(2n)}{n}W^{2n},$$

where $\zeta(2n)=\sum_m m^{-2n}$. The order of summation may be exchanged because all terms have the same sign. With $\zeta(2)=\pi^2/6$ the first term is $-\pi^2W^2/3=-V$. With $\zeta(4)=\pi^4/90$ the second is $-\pi^4W^4/90=-V^2/10$, in agreement with the moment calculation.

Two conclusions follow. Every omitted term is negative, so the estimate is too high for all $0<W<1$. At $W=1$ the terms are $-2\zeta(2n)/n$, each at least as large in magnitude as $2/n$, and their sum diverges to minus infinity. That is the logarithm of zero. Any finite number of terms gives a finite logarithm and hence a positive intensity. The exponential keeps one term of a series that has no finite sum at this point. The partial sums approach darkness only slowly: $S=0.013$ with two terms, 0.0064 with three and 0.0007 with ten. The difficulty belongs to the logarithm. The moment series of $\langle e^{i\psi}\rangle$ itself converges for any bounded phase, and cut after eighth order it gives $S=5\times10^{-6}$ at $W=1$.

The numbers for the lens in question are these:

| $W$ | $z$ (nm) | $S$ | $e^{-V}$ |
|---|---|---|---|
| 0.25 | 62.0 | 0.811 | 0.814 |
| 0.50 | 124.0 | 0.405 | 0.439 |
| 0.75 | 186.0 | 0.090 | 0.157 |
| 1.00 | 247.9 | 0 | 0.037 |
| 1.50 | 371.9 | 0.045 | 0.0006 |

At a quarter wave the estimate is too high by 0.4% of $S$. The excess reaches 10% of $S$ at $W=0.52$, or 129 nm, and at $W=0.75$ the estimate is 1.7 times the correct value. Between one and two waves the contributions no longer cancel: $S$ recovers to 0.047 near $W=1.43$ and returns to zero at $W=2$, while the exponential continues to fall. The two curves cross at $W=1.14$, above which the estimate is at first too low. It is therefore not an upper bound for defocus of arbitrary size. The crossing also shows that equality at an isolated value does not require a Gaussian phase.

## Variance alone does not determine the answer

A possible reply is that defocus is a special case and that (a) holds for other aberrations. Consider astigmatism, $\psi=\sqrt{6V}\rho^2\cos2\theta_p$, and trefoil, $\psi=\sqrt{8V}\rho^3\cos3\theta_p$, where $\theta_p$ is the pupil azimuth. The prefactors make the variance equal to $V$. Using $\langle\rho^k\rangle=2/(k+2)$ and the azimuthal average $3/8$ of the fourth power of a cosine, we find

$$m_4=36V^2\cdot\frac15\cdot\frac38=2.7\,V^2\quad\text{(astigmatism)},$$

$$m_4=64V^2\cdot\frac17\cdot\frac38=\frac{24}{7}V^2\quad\text{(trefoil)}.$$

The corrections to $\ln S$ are $-0.025V^2$ and $+0.036V^2$. For small $V$ the estimate is thus slightly too high for astigmatism and slightly too low for trefoil.

Now hold the variance fixed at the one-wave defocus value, $V=3.29$. Numerical integration over the pupil gives $S=0$ for defocus, 0.0375 for astigmatism and 0.099 for trefoil, against the single estimate 0.0373. The astigmatic value lies marginally above the estimate although its fourth-order correction is negative. For astigmatism at this variance the higher terms matter, and the sign of the first correction no longer predicts the sign of the error. The close agreement comes from a nearby crossing at $V=3.25$: the ratio $S/e^{-V}$ is 0.94 at $V=2$ and 2.2 at $V=5$. It is not evidence for (a) as a general law.

## Where the light has gone

A dark axis does not mean a dark image. At a distance $r$ from the axis, with $v=2\pi\mathrm{NA}\,r/\lambda$, the relative amplitude at one wave of defocus is

$$U(v)=\int_0^1J_0(v\sqrt u)\,e^{2\pi iu}\,du .$$

The Bessel function $J_0$ comes from averaging the tilt phase over azimuth. This amplitude is a Fourier transform of the pupil function, whose modulus is one for any phase error. By Parseval's theorem the power integrated over the image plane is therefore the same with and without defocus.

The bright ring can be located analytically. Since $J_0'=-J_1$,

$$U'(v)=-\int_0^1\sqrt u\,J_1(v\sqrt u)\,e^{2\pi iu}\,du .$$

Integrate by parts, using $\frac{d}{du}\left[\sqrt u\,J_1(v\sqrt u)\right]=\frac v2J_0(v\sqrt u)$ and $e^{2\pi i}=1$:

$$U'(v)=-\frac{J_1(v)}{2\pi i}+\frac{v}{4\pi i}\,U(v).$$

In $d|U|^2/dv=2\,\mathrm{Re}(U^*U')$ the last term gives an imaginary product and drops out. What remains is

$$\frac{d|U|^2}{dv}=\frac{J_1(v)}{\pi}\,\mathrm{Im}\,U(v).$$

The intensity is therefore stationary wherever $J_1(v)=0$. The in-focus amplitude is $2J_1(v)/v$, so its dark rings become stationary radii of the one-wave pattern. A numerical search up to $v=15$ finds the maximum at $v=3.83$, the first of these zeros. For this lens the ring radius is 25 nm, and its intensity is 0.049 of the in-focus peak. If "Strehl ratio" is redefined as the greatest intensity in the displaced plane, the answer is thus 0.049. This is not zero, but it is not 0.037 either. The definition has to be stated before the number.

## Does the dark point survive in a real lens?

The wavelength and aperture are typical of an extreme-ultraviolet scanner. A focus error of 248 nm is not: exposures are normally kept within some tens of nanometres of best focus, as a rough figure. In that range the exponential is a good approximation for defocus alone. The one-wave case is a through-focus diagnostic of the theory, not a working condition.

The exact zero depends on idealizations. The effects of relaxing five of them are estimated here at the fixed displacement of 247.9 nm. The parameters below are rough choices.

**Large angles.** Without the small-angle approximation, the edge path error is $247.9(1-\sqrt{1-0.33^2})=13.9$ nm, or 1.03 waves. Including polarization and the energy-conserving pupil weighting, $S=0.0009$. Most of this is a shift of the minimum, which moves to 241 nm, where $S$ is about 0.0001.

**Residual spherical aberration, 0.2 nm rms.** The rms phase is $\epsilon=2\pi\times0.2/13.5=0.093$. To first order, the added amplitude has modulus

$$\epsilon\sqrt5\left|\int_0^1(6u^2-6u+1)e^{2\pi iu}du\right|=\frac{3\sqrt5\,\epsilon}{\pi^2}=0.063,$$

since $\int_0^1u\,e^{2\pi iu}du=1/(2\pi i)$ and $\int_0^1u^2e^{2\pi iu}du=1/(2\pi i)+1/(2\pi^2)$. Its square is 0.004, the largest of the individual effects.

**Resist thickness, 30 nm.** Near one wave, $S\simeq(W-1)^2$. Through the layer $W$ varies by $\pm15/247.9=\pm0.061$, and the average of the square is $0.061^2/3=0.0012$.

**Finite hole and bandwidth.** A coherently lit round hole, 10 nm in diameter at wafer scale and with a perfectly black surround, gives 0.0001. A uniform spectrum of 2% full width gives 0.00003. The hole was chosen small to approximate a point; a larger one fills the minimum quickly. Relative to the in-focus axial intensity of the same hole, the hole alone gives about 0.002 at 20 nm, 0.014 at 30 nm and 0.054 at 40 nm.

The large-angle, spherical and hole effects act on the same amplitude and interfere, so the five intensities cannot simply be added (their plain sum is 0.006). Resist depth and bandwidth are intensity averages and add about 0.001 to the coherent result. All five effects together, with the less favourable sign of the spherical aberration, give $S=0.009$. The axis is then no longer perfectly dark, but for the 10 nm hole in a surround that reflects nothing it remains about four times darker than the exponential claims. This margin depends on the hole being nearly a point: the combined value rises to about 0.016 for a 20 nm hole and 0.036 for a 30 nm hole. That last number is close to 3.7% because the amplitudes from the finite hole and from the spherical aberration add for this sign, not because of the defocus variance: for the 30 nm hole the combined value is 0.017 without spherical aberration and 0.006 with the opposite sign. For square holes of side 10, 20 and 30 nm the combined values with the less favourable sign are about 0.0095, 0.020 and 0.053. Resist refraction and absorption, oblique illumination, mask topography and nonuniform pupil transmission are not included; an amplitude falling linearly in $\rho^2$ by 20% towards the pupil edge would raise the combined value for the 10 nm hole to about 0.016.

These values also assume that the mask is perfectly dark outside the hole, and this assumption matters most. The in-focus peak of the coherently lit 10 nm hole is only 0.02 of the clear-field intensity, and a uniform background amplitude is not cancelled by defocus. In the scalar small-angle model, a background of 0.1% of the clear field gives $S$ between 0.03 and 0.08 at one wave, depending on its phase, and a background of 1% gives between 0.19 and about 3. Here $S$ is taken relative to the in-focus axial intensity with the background included; relative to the peak of the hole on a black mask the values are about 0.05 and 0.5. A rough double-pass estimate, $e^{-8\pi kd/\lambda}$ for an absorber of thickness $d=60$ to 70 nm and extinction coefficient $k=0.03$, gives a background of 3.5 to 2%; reflection at the top of the absorber, ignored in this estimate, can widen the range to roughly 1 to 5%. On such a mask the axial intensity at one wave is simply the absorber background, which again has nothing to do with the phase variance of defocus. The background amplitude, 0.14 to 0.19, is then as large as the in-focus amplitude of the hole, 0.14. For an absorber with real refractive index near 0.95 the double-pass phase is close to $\pi$, so in this thin-mask model the two nearly cancel in focus, the ratio $S$ exceeds 10, and so small a hole no longer acts as a bright point object.

Flare needs separate treatment, because a measured background could appear to rescue step (c). Suppose 4% of the power is scattered uniformly over a disc of radius 1000 nm. Parseval's theorem gives the focused spot an effective area $\lambda^2/(\pi\mathrm{NA}^2)=533$ nm², defined as power divided by peak intensity. The halo of a single point image therefore has the relative intensity

$$0.04\times\frac{533}{\pi\times1000^2}=7\times10^{-6},$$

which is negligible here. The value depends on the assumed halo shape: one that is flat to 100 nm or 30 nm and falls as $r^{-2.3}$ beyond gives about $10^{-4}$ or $10^{-3}$, still below the combined 0.009. Around a small dark feature in an extended bright field, however, the halos of many points overlap, and the flare part of the background approaches 4% of the clear-field intensity. Diffraction from the bright surroundings adds to it; at the centre of a dark disc of radius 100 nm under incoherent illumination it adds about 0.04 in focus and 0.09 at one wave of defocus. The 4% resembles 3.7%, but it depends on the scattered fraction and the surrounding pattern, not on the phase variance of defocus. Observing it would not support the exponential formula. The numerical output below lists the main computed values.

## Calculated quantities

```
wavelength: 13.5 nm
image-side NA: 0.33 (dimensionless)
focus shift for one wave, small-angle: 247.9 nm
W (waves) | shift (nm) | V (rad^2) | S (1) | exp(-V) (1)
0.25 | 62.0 | 0.2056 | 0.81057 | 0.81415
0.50 | 124.0 | 0.8225 | 0.40528 | 0.43935
0.75 | 186.0 | 1.8506 | 0.09006 | 0.15715
1.00 | 247.9 | 3.2899 | 0.00000 | 0.03726
1.50 | 371.9 | 7.4022 | 0.04503 | 0.00061
2.00 | 495.9 | 13.1595 | 0.00000 | 0.00000
rms path error at W=1: 0.2887 waves
numerical S at W=1 (rounding level): 3.4e-33 (1)
inner half-area amplitude at W=1: +0.31831 i (1)
outer half-area amplitude at W=1: -0.31831 i (1)
S with outer half-area blocked: 0.10132 (1)
S for Gaussian phase, same V: 0.03726 (1)
Same V as one-wave defocus: coefficient of V^2 in ln S, then S
defocus: -0.1000 (1), 0.00000 (1)
astigmatism: -0.0250 (1), 0.03752 (1)
trefoil: +0.0357 (1), 0.09867 (1)
estimate 10% too high at W: 0.5192 waves
focus shift at that W: 128.7 nm
estimate first becomes too low above W: 1.1391 waves
brightest ring at W=1, v: 3.832 (1)
brightest ring radius: 24.95 nm
brightest ring relative intensity: 0.04903 (1)
Neglected effects at the small-angle one-wave focus shift:
large-angle vector model: S = 0.000857 (1)
spherical, 0.2 nm rms: S = 0.003983 (1)
mask hole, 10 nm wide: S = 0.000141 (1)
resist, 30 nm thick: S = 0.001219 (1)
full bandwidth 2 %: S = 0.000033 (1)
all five combined, worse sign: S = 0.008802 (1)
large-angle minimum at shift: 241.0 nm
S at large-angle minimum: 0.000083 (1)
flare fraction of power: 4 %
flare halo radius: 1000 nm
halo intensity / ideal point peak: 6.78e-06 (1)
```
